# Julliere's magnetoresistance ratio from the electrode densities of states

## The decision

Suppose a band-structure calculation has given the spin-resolved densities of states at the Fermi level of two ferromagnetic electrodes. An insulating barrier will separate them, and the relative change of resistance on reversing one magnetization is wanted. One must decide whether those four densities are enough, or whether the tunneling matrix elements must be computed state by state as well.

The four densities are enough if the matrix elements are constant and a few further conditions hold. The answer is then Julliere's ratio,

$$
\frac{R_{AP}-R_P}{R_P}=\frac{2P_1P_2}{1-P_1P_2},
$$

where $R_P$ and $R_{AP}$ are the resistances with parallel and antiparallel magnetizations, and $P_1$, $P_2$ are the spin polarizations of the electrodes. The derivation shows where each condition enters, and so when the larger calculation is needed.

## Definitions and model

Fix an axis along the common direction of the magnetizations in the parallel configuration. In each electrode $i=1,2$, call an electron $\uparrow$ if its magnetic moment points along this axis and $\downarrow$ if it points against it. Let $N_{i\uparrow}$ and $N_{i\downarrow}$ be the numbers of states per unit energy at the Fermi level, for the whole electrode, in the parallel configuration. The polarization is

$$
P_i=\frac{N_{i\uparrow}-N_{i\downarrow}}{N_{i\uparrow}+N_{i\downarrow}} .
$$

It can be negative. The magnetization counts all occupied states, whereas $P_i$ compares densities at one energy, and the two need not have the same sign.

The assumptions are these.

- Tunneling is elastic and conserves spin.
- The coupling is weak, so that lowest-order perturbation theory suffices.
- The matrix element $M$ is the same for every pair of states, for both spins and in both configurations.
- Reversing a magnetization exchanges the two spin densities of that electrode and changes nothing else.
- The densities are constant over the energies that carry the current.
- The barrier supplies the whole resistance.

## Tunneling rate out of one state

Take an electron in a state of electrode 1 and a state of electrode 2 with the same spin. Let $\Delta$ be the energy of the second minus that of the first. To first order in $M$, the amplitude of the second state after time $t$ is

$$
c(t)=-\frac{i}{\hbar}M\int_0^t e^{i\Delta t'/\hbar}\,dt'
=-M\,\frac{e^{i\Delta t/\hbar}-1}{\Delta}.
$$

Since $|e^{i\theta}-1|^2=4\sin^2(\theta/2)$, the transfer probability is

$$
|c(t)|^2=|M|^2\,\frac{4\sin^2(\Delta t/2\hbar)}{\Delta^2}.
$$

Now sum over the final states, whose density is $N$. Substitute $x=\Delta t/2\hbar$, so that $d\Delta=(2\hbar/t)\,dx$ and $\Delta^2=4\hbar^2x^2/t^2$:

$$
N|M|^2\int_{-\infty}^{\infty}\frac{4\sin^2(\Delta t/2\hbar)}{\Delta^2}\,d\Delta
=N|M|^2\,\frac{2t}{\hbar}\int_{-\infty}^{\infty}\frac{\sin^2x}{x^2}\,dx .
$$

Integration by parts turns the last integral into $\int(\sin 2x)/x\,dx=\pi$. The probability therefore grows linearly in time, at the rate

$$
\Gamma=\frac{2\pi}{\hbar}|M|^2N .
$$

This is the golden rule. The infinite limits require $t$ to be long compared with $\hbar$ divided by the bandwidth. Replacing the sum by an integral requires that the discreteness of the levels has not yet shown. For evenly spaced levels, with spacing $1/N$, the phases realign at $t=hN$, and the rate can be used only before this revival. In a macroscopic electrode $N$ is so large that the restriction has no practical effect.

## From the rate to the conductance

Let $\mu_1$ and $\mu_2$ be the chemical potentials, $f_1$ and $f_2$ the Fermi functions, and $eV=\mu_1-\mu_2$ with $e>0$. An electron can leave only an occupied state and enter only an empty one. At a given energy the forward flow thus carries the factor $f_1(1-f_2)$ and the backward flow $f_2(1-f_1)$. Both have the same $|M|^2$ and the same product of densities. Their difference is

$$
f_1(1-f_2)-f_2(1-f_1)=f_1-f_2 .
$$

Write $I$ for $e$ times the net number of electrons passing from 1 to 2 per second; the conventional current runs the other way. Spin is conserved, so each spin $\sigma$ contributes separately:

$$
I=\frac{2\pi e}{\hbar}|M|^2\sum_\sigma\int N_{1\sigma}(E)\,N_{2\sigma}(E)\,[f_1(E)-f_2(E)]\,dE .
$$

If the densities are constant where $f_1-f_2$ is appreciable, they come out of the integral. What remains follows from $\partial f/\partial\mu=-\partial f/\partial E$:

$$
\int(f_1-f_2)\,dE=\int_{\mu_2}^{\mu_1}d\mu\int\left(-\frac{\partial f}{\partial E}\right)dE=\mu_1-\mu_2=eV .
$$

The inner integral is 1 because $f$ falls from 1 to 0, whatever the temperature. Hence

$$
G=\frac{I}{V}=\frac{2\pi e^2}{\hbar}|M|^2\sum_\sigma N_{1\sigma}N_{2\sigma}.
$$

The two spin channels conduct in parallel, each in proportion to the product of its initial and final densities.

## The two configurations

Write $K=2\pi e^2|M|^2/\hbar$. In the parallel configuration

$$
G_P=K\,(N_{1\uparrow}N_{2\uparrow}+N_{1\downarrow}N_{2\downarrow}).
$$

Now reverse the magnetization of electrode 2. An electron still keeps its spin along the fixed axis, but the density it meets in electrode 2 is the one that formerly belonged to the other spin:

$$
G_{AP}=K\,(N_{1\uparrow}N_{2\downarrow}+N_{1\downarrow}N_{2\uparrow}).
$$

The constant $K$ is the same in both lines because $|M|^2$ is assumed not to depend on spin or configuration.

With the total density $N_i=N_{i\uparrow}+N_{i\downarrow}$, the definition of $P_i$ reads $N_{i\uparrow}-N_{i\downarrow}=N_iP_i$. Half the sum and half the difference of these two relations give

$$
N_{i\uparrow}=\tfrac12N_i(1+P_i),\qquad N_{i\downarrow}=\tfrac12N_i(1-P_i).
$$

In the parallel case the terms linear in $P_1$ and $P_2$ cancel:

$$
\begin{aligned}
G_P&=\tfrac14KN_1N_2\,[(1+P_1)(1+P_2)+(1-P_1)(1-P_2)]\\
&=\tfrac12KN_1N_2\,(1+P_1P_2).
\end{aligned}
$$

In the antiparallel case they cancel too, but the product term changes sign:

$$
\begin{aligned}
G_{AP}&=\tfrac14KN_1N_2\,[(1+P_1)(1-P_2)+(1-P_1)(1+P_2)]\\
&=\tfrac12KN_1N_2\,(1-P_1P_2).
\end{aligned}
$$

Because $R=1/G$,

$$
\frac{R_{AP}-R_P}{R_P}=\frac{G_P}{G_{AP}}-1
=\frac{(1+P_1P_2)-(1-P_1P_2)}{1-P_1P_2}
=\frac{2P_1P_2}{1-P_1P_2}.
$$

The matrix element and the total densities have cancelled. They set the size of the resistances but not their relative change.

## Reading the formula

If either electrode is unpolarized, the ratio is zero: with two equal densities on one side, both configurations give the same sum of products. For $|P_1P_2|\ll1$ the ratio is approximately $2P_1P_2$. If $P_1$ and $P_2$ have opposite signs the ratio is negative, and the parallel configuration has the higher resistance.

As $P_1P_2\to1$, each electrode has one spin species at the Fermi level. In the antiparallel configuration no electron finds a final state of its own spin, so $G_{AP}\to0$ and the ratio diverges. In a real junction, processes left out here, such as spin flips, would then set the remaining conductance.

The change may also be divided by the antiparallel resistance:

$$
\frac{R_{AP}-R_P}{R_{AP}}=1-\frac{G_{AP}}{G_P}=\frac{2P_1P_2}{1+P_1P_2}.
$$

This is a different number for the same junction, so a quoted percentage needs its denominator stated.

A relative error in the product of the polarizations does not carry over unchanged to the ratio. With $p=P_1P_2$ and $T=2p/(1-p)$, the logarithmic derivative gives

$$
\frac{dT}{T}=\frac{dp}{p}+\frac{dp}{1-p}=\frac{1}{1-p}\,\frac{dp}{p}.
$$

For positive $p$ the error is amplified, mildly if $p$ is small and without limit as $p\to1$. For negative $p$ the factor is below 1 and the relative error is reduced.

## A worked junction

Take round model values: $N_{1\uparrow}=150$, $N_{1\downarrow}=50$, $N_{2\uparrow}=140$ and $N_{2\downarrow}=60$ states per eV, with $M=5\times10^{-5}$ eV. Then

$$
P_1=\frac{150-50}{200}=0.5,\qquad P_2=\frac{140-60}{200}=0.4 .
$$

The sums of density products, in eV$^{-2}$, are

$$
\begin{aligned}
\text{P:}\quad &150\times140+50\times60=21000+3000=24000,\\
\text{AP:}\quad &150\times60+50\times140=9000+7000=16000 .
\end{aligned}
$$

Multiplication by $K$ gives $G_P=91.76$ nS and $G_{AP}=61.18$ nS, or $R_P=10.90$ MΩ and $R_{AP}=16.35$ MΩ. The ratio is $24000/16000-1=50\%$, in agreement with $2(0.2)/(1-0.2)$. Divided by $R_{AP}$, the same change is 33.3%.

If the two densities of electrode 2 are exchanged in the parallel configuration, $P_2=-0.4$ and the ratio becomes $-0.4/1.2=-33.3\%$.

The currents can also be found without the golden rule. Give each spin channel a finite Hamiltonian: two bands of evenly spaced levels, each 2 eV wide, with every level of one coupled to every level of the other by $M$. Fill electrode 1 up to $+0.2$ eV and electrode 2 up to $-0.2$ eV from the band centre, which represents a bias of 0.4 V. Diagonalize the Hamiltonian numerically, evolve the filled states, and count the electrons in electrode 2 at 40 fs and at 160 fs. The smallest density, 50 states per eV, puts the earliest revival at 207 fs, after the counting has ended.

For the $\uparrow$ channel in the parallel configuration, this count gives $2.003\times10^{11}$ electrons per second, against $2.005\times10^{11}$ from the golden rule. With all four channels counted, the resistance ratio is 49.9%.

## When the coupling is not weak

If $M$ is made ten times larger, $5\times10^{-4}$ eV, the same counting gives a ratio of 42.7%, although the densities have not changed. The reduction comes from electrons that cross the barrier more than once.

Let $M$ be real and equal for all pairs. The next contribution to the amplitude for crossing from 1 to 2 goes over, back and over again, through intermediate states in both electrodes. Each sum over intermediate states has the form

$$
\sum_n\frac{1}{E-E_n+i0^+}\approx-i\pi N ,
$$

where the real part is dropped because it vanishes at the centre of a symmetric band and is small near it. The triple crossing therefore contributes $M(-i\pi N_2M)(-i\pi N_1M)=-xM$, with $x=\pi^2M^2N_1N_2$. Here $N_1$ and $N_2$ are the densities of the one spin channel considered. Further pairs of crossings each supply another factor $-x$, and for $x<1$ the series sums to

$$
M(1-x+x^2-\dots)=\frac{M}{1+x}.
$$

The rate is thus multiplied by $1/(1+x)^2\approx1-2x$. A channel with a large density product loses a larger fraction of its current. To first order in $x$, the fractional loss of a configuration is $2\pi^2M^2$ times the sum of the squared products divided by the sum of the products:

$$
\begin{aligned}
\text{P:}\quad &\frac{21000^2+3000^2}{24000}=18750\ \text{eV}^{-2},\\
\text{AP:}\quad &\frac{9000^2+7000^2}{16000}=8125\ \text{eV}^{-2}.
\end{aligned}
$$

The parallel conductance is reduced more, so the ratio falls. In this model the condition for weak coupling is $\pi^2M^2N_1N_2\ll1$ in every channel. For the larger $M$, the strongest channel has $x\approx0.05$, which is already enough to lower the ratio by several percentage points.

This condition should not be carried over to a wide junction. A single $M$, equal in size and sign for all pairs, makes each spin one conduction channel, like a point contact. Its golden-rule conductance is $2\pi e^2M^2N_1N_2/\hbar=4x\,e^2/h$, so $x\ll1$ means a conductance well below $e^2/h$. A wide junction has many transverse channels in parallel. If the same conductance is shared equally among $n$ independent channels, each has $x/n$ in place of $x$. What must be small is the transmission of each channel, and a junction of low total resistance can still be weakly coupled.

## When the densities vary with energy

Return to weak coupling. Keep the $\uparrow$ densities constant, but let each $\downarrow$ density rise linearly about its own chemical potential:

$$
N_{i\downarrow}(E)=N_{i\downarrow}\,[1+s(E-\mu_i)],\qquad s=1\ \text{eV}^{-1}.
$$

The bias moves each band together with its chemical potential. Put $\mu_1=eV/2$ and $\mu_2=-eV/2$. At low temperature the current comes from energies between these limits, over which $E$ averages to zero and $E^2$ to $(eV)^2/12$.

In the antiparallel configuration each product contains one varying density. The average of $1+s(E+eV/2)$ is $1+seV/2$, and that of $1+s(E-eV/2)$ is $1-seV/2$. In the parallel configuration the $\downarrow$ product contains both:

$$
\left\langle(1+sE)^2-\frac{(seV)^2}{4}\right\rangle
=1+\frac{(seV)^2}{12}-\frac{(seV)^2}{4}=1-\frac{(seV)^2}{6}.
$$

At $V=0.5$ V the three factors are 1.25, 0.75 and 0.958, so

$$
\frac{G_P}{G_{AP}}=\frac{21000+0.958\times3000}{1.25\times9000+0.75\times7000}
\approx\frac{23875}{16500}=1.447 .
$$

The ratio has fallen from 50% to 44.7%. Numerical quadrature of the current integral at 300 K also gives 44.7%, so thermal smearing matters little here. At a bias of 1 mV the quadrature gives 50.0%, and the densities at the Fermi level are again sufficient. These figures use $R=V/I$. With the differential resistance $dV/dI$ the three factors become $1+seV$, $1-seV$ and $1-(seV)^2/2$, and at 0.5 V the ratio is $23625/17000-1=39.0\%$. At finite bias the definition of resistance must therefore be stated as well.

The direction of the change belongs to this example. Reversing the bias exchanges the factors 1.25 and 0.75. The antiparallel sum is then $6750+8750=15500$, and the ratio rises above 50%. Unequal electrodes can therefore give a ratio that depends on the sign of the voltage.

## When the matrix elements are not constant

One kind of variation leaves the form of the result intact. Suppose $|M|^2$ is a common constant times a factor $a_{1\sigma}$ belonging to the state in electrode 1 and a factor $a_{2\sigma'}$ belonging to the state in electrode 2. Here $\sigma$ and $\sigma'$ label the spin species of each electrode as defined in the parallel configuration, and each factor stays with its species when the magnetization is reversed. Every product $N_{1\sigma}N_{2\sigma'}$ then becomes $(a_{1\sigma}N_{1\sigma})(a_{2\sigma'}N_{2\sigma'})$. The algebra goes through unchanged with the weighted polarization

$$
\tilde P_i=\frac{a_{i\uparrow}N_{i\uparrow}-a_{i\downarrow}N_{i\downarrow}}{a_{i\uparrow}N_{i\uparrow}+a_{i\downarrow}N_{i\downarrow}} .
$$

This can differ from $P_i$ in size and even in sign, for instance when the states that dominate the density couple poorly through the barrier. When the matrix elements factorize in this way, the ratio gives the product $\tilde P_1\tilde P_2$. One polarization follows from it only if the other is known or, up to its sign, if the electrodes are identical. A polarization found in this way is of the weighted kind, and it need not equal the one computed from the bulk densities.

At lowest order the rates contain only the average of $|M|^2$ over the pairs of states at the Fermi level, taken separately for each of the four spin combinations. Scatter from pair to pair therefore does no harm if these four averages are equal, or if they factorize as above. If they do not factorize, two polarizations cannot in general represent them, and the transmission of each combination has to be calculated.

A resistance $R_s$ in series with the barrier, the same in both configurations, is simpler to treat. It cancels from the difference but not from the denominator, so the measured ratio is $(R_{AP}-R_P)/(R_P+R_s)$. For a positive ratio, the barrier's own value is then larger than the measured one.

The opening decision therefore rests on the matrix elements first. If there is reason to take them as constant, and the other assumptions listed at the start hold, including conservation of spin, the four densities give the low-bias ratio. If they merely factorize, the densities must be weighted. If neither can be assumed, even for the averages over states, the matrix elements have to be computed.

The first case should not be taken as the default. It fails even for free electrons crossing a flat rectangular barrier with the momentum parallel to the interface conserved. With Fermi wave vectors of 1.09 and 0.42 Å$^{-1}$ for the two spins in both electrodes, the bulk densities give $P=0.44$ and a ratio of 49%. The transmission through a barrier 1 eV above the Fermi level gives about 7% at a thickness of 10 Å and about 2% at 30 Å. The four conductances factorize well only for the thicker barrier, and there the weighted polarization has the opposite sign to $P$. For a real junction, the bulk densities alone should not be trusted for the ratio unless the barrier has been examined.
